Image energy of an electron near a semiconductor–oxide interface

## First half: two media and one plane

### Definitions and conventions

The algebra is in atomic units: the elementary charge is 1, and two charges Q and Q′ in vacuum at separation r have energy QQ′/r. The electron has charge q = −1. I keep the letter q in the formulas so that the signs can be followed, and put q² = 1 in final energies.

The interface is the plane z = 0. The electron is at rest on the axis at z = d, with d > 0. The medium that holds it fills z > 0 and has relative permittivity ε₁. The medium across the interface fills z < 0 and has relative permittivity ε₂. These labels follow the electron: ε₁ belongs to the semiconductor when the electron is there, and to the oxide when the electron is in the oxide. The distance from the axis is ρ.

The electric potential is φ, the field is E = −∇φ, and D = εE. In these units the field equation is

∇·D = 4π × (density of free charge).

Here "free" means put in by hand, as opposed to the bound charge of polarization. The electron is the one free charge in the problem.

Two quantities can both be called an image potential. One is the induced electric potential φ_ind, the part of φ that exists because the second medium differs from the first. The other is the potential energy W of the electron in its own induced field, which is what is added to a band edge in an energy diagram. For a negative charge they have opposite signs. The sign sought here is that of W, with W = 0 when the electron is deep inside its own medium.

The media are taken as linear, isotropic and local, each with a positive permittivity. The interface is sharp and flat, there are no mobile carriers, and both media are thick compared with d. The second half removes the last assumption on the oxide side.

### The simple case: one uniform medium

Let ε₂ = ε₁. The potential of the electron is then

φ₀ = q / (ε₁ r),  r = √(ρ² + (z − d)²).

It is the same in all directions around the electron, so it exerts no net force on it. Its energy does not depend on d. This is the reference from which W is counted.

To introduce an interface I need φ₀ in a form adapted to planes. The required identity is

1/√(ρ² + z²) = ∫₀^∞ J₀(kρ) e^(−k|z|) dk,

where J₀ is the Bessel function

J₀(x) = (1/2π) ∫₀^2π e^(ix cos α) dα.

To prove it, insert this definition and do the k integral first, for z ≠ 0:

∫₀^∞ e^(−k|z| + ikρ cos α) dk = 1/(|z| − iρ cos α) = (|z| + iρ cos α)/(z² + ρ² cos² α).

The imaginary part changes sign under α → α + π and drops out of the integral over α. What remains is

(|z|/2π) ∫₀^2π dα / (z² + ρ² cos² α).

Put u = tan α. Then cos² α = 1/(1 + u²) and dα = du/(1 + u²). As α runs over a full turn, u covers the real line twice, so the integral becomes

2 ∫_−∞^∞ du / (z²u² + z² + ρ²) = 2π / (|z| √(z² + ρ²)).

Multiplication by |z|/2π gives the identity.

Each term of this integral is a simple solution of the Laplace equation. The Bessel function obeys

(1/ρ) d/dρ [ρ dJ₀(kρ)/dρ] = −k² J₀(kρ),

so J₀(kρ) f(z) solves the Laplace equation when f″ = k²f, that is, when f is a combination of e^(kz) and e^(−kz). The number k measures how fast the potential varies along the plane, and also how fast it decays away from it.

### Adding the interface

Two conditions hold at z = 0. First, φ is continuous, because a jump would mean an infinite field. Second, D_z is continuous, because there is no free charge on the plane. The second condition reads

ε₁ ∂φ/∂z at 0⁺ = ε₂ ∂φ/∂z at 0⁻.

On the electron's side I keep the direct potential and add, for each k, a part that decays upward from the interface:

φ(z > 0) = (q/ε₁) ∫₀^∞ J₀(kρ) [e^(−k|z−d|) + R e^(−k(z+d))] dk.

On the far side the potential must decay downward:

φ(z < 0) = (q/ε₁) ∫₀^∞ J₀(kρ) T e^(k(z−d)) dk.

The factor e^(−kd) has been split off from the unknown amplitudes R and T for convenience.

Continuity of φ at z = 0 is satisfied if, for every k,

1 + R = T.

For the second condition, note that |z − d| = d − z just above the interface. The direct term there is e^(k(z−d)), with slope +k e^(−kd). The added term has slope −kR e^(−kd), and the term below has slope +kT e^(−kd). After division by k e^(−kd),

ε₁(1 − R) = ε₂T = ε₂(1 + R).

Collecting the terms in R gives ε₁ − ε₂ = R(ε₁ + ε₂), so

R = (ε₁ − ε₂)/(ε₁ + ε₂),  T = 1 + R = 2ε₁/(ε₁ + ε₂).

Neither amplitude depends on k. Both integrals can therefore be summed with the identity proved above:

φ_ind(z > 0) = qR / (ε₁ √(ρ² + (z + d)²)),

φ(z < 0) = 2q / ((ε₁ + ε₂) √(ρ² + (z − d)²)).

Seen from above, the second medium acts like a charge qR at the mirror point z = −d, with everything embedded in ε₁. Seen from below, the potential comes from the electron's true position, with the mean permittivity (ε₁ + ε₂)/2 in place of ε₁. The mirror charge is a description of the field above the plane. Nothing sits at z = −d.

I matched each k separately, which is sufficient to produce a solution. It remains to show that there is no other. Suppose two solutions vanish at infinity like 1/r, and let u be their difference. The source cancels, so ∇·(ε∇u) = 0 everywhere, and

∫ ε|∇u|² dV = ∫ ∇·(uε∇u) dV = a surface integral at infinity.

The contributions from the two faces of the interface cancel because u and ε∂u/∂z are continuous. The distant surface has area of order r² while u∇u is at most of order 1/r³, so the integral is zero. Since ε > 0, ∇u = 0 and u = 0.

**Limits.** For ε₂ = ε₁, R = 0 and the uniform medium returns. For ε₂ → ∞, R → −1, and φ vanishes on the plane, as at the surface of a metal. For ε₁ much larger than ε₂, R approaches +1, and by the matching condition the normal field just above the plane tends to zero compared with that of the direct term alone: the field lines are kept inside the electron's medium.

### Where the sign comes from

The mirror charge gives the field but hides the real charge that causes it. That charge is bound charge on the interface. Its surface density σ follows from Gauss's law for E, which counts all charge:

E_z(0⁺) − E_z(0⁻) = 4πσ.

Write s = √(ρ² + d²). Differentiating the potentials found above, with E_z = −∂φ/∂z, gives

E_z(0⁺) = −qd/(ε₁s³) + qRd/(ε₁s³) = −qd(1 − R)/(ε₁s³),

E_z(0⁻) = −2qd/((ε₁ + ε₂)s³) = −qd(1 + R)/(ε₁s³).

The last form uses 2/(ε₁ + ε₂) = (1 + R)/ε₁. Subtracting,

σ = qRd / (2πε₁ (ρ² + d²)^(3/2)).

The total charge on the plane is

∫₀^∞ σ 2πρ dρ = (qRd/ε₁) ∫₀^∞ ρ dρ/(ρ² + d²)^(3/2) = (qRd/ε₁)(1/d) = qR/ε₁.

So the interface carries charge of the same sign as the electron when ε₁ > ε₂, and of the opposite sign when ε₁ < ε₂.

The reason lies in the two polarizations. The normal component D_z is common to both media at the interface. The polarization is P_z = (D_z − E_z)/4π = (1 − 1/ε)D_z/4π, which is larger in the medium with the larger permittivity. The field of an electron points toward it, so D_z > 0 on the plane. The upward polarization of the lower medium leaves positive charge on its top face, and that of the upper medium leaves negative charge on its bottom face. The sum is

σ = (D_z/4π)(1/ε₁ − 1/ε₂).

If the electron's own medium is the more polarizable, the negative face wins and the electron is repelled. If the other medium is, the positive face wins and the electron is attracted.

This charge accounts for the whole of φ_ind. Inside each uniform medium P is proportional to D, so bound charge appears there at the free charge alone, where it reduces q to q/ε₁. The remaining bound charge is on the plane. Its Coulomb potential at the electron is

∫₀^∞ σ 2πρ dρ/√(ρ² + d²) = (qRd/ε₁) ∫₀^∞ ρ dρ/(ρ² + d²)² = (qRd/ε₁)(1/(2d²)) = qR/(2ε₁d),

which is φ_ind at ρ = 0, z = d. No further factor 1/ε₁ is to be applied, because σ is already the total charge on the plane.

The charge within a radius ρ is the fraction 1 − d/√(ρ² + d²) of the total. Half of it lies within ρ = √3 d. The rest is spread widely: the fraction beyond a large radius ρ is about d/ρ. The interface therefore has to be flat and uniform over many times d sideways for these formulas to be accurate.

### From potential to energy

The induced potential is proportional to the charge that causes it. Build the electron up in place, and let its charge at some moment be λq, with λ going from 0 to 1. The induced potential at its position is then λφ_ind, and bringing up the next portion q dλ costs λφ_ind q dλ. The total is

W = qφ_ind ∫₀¹ λ dλ = ½ qφ_ind.

The direct potential also requires work, but this work is the same in the uniform medium and is part of the reference. Inserting φ_ind = qR/(2ε₁d) and q² = 1 gives

W(d) = R/(4ε₁d) = (ε₁ − ε₂) / (4ε₁(ε₁ + ε₂)d).

The denominator is positive. The sign of W is the sign of ε₁ − ε₂: own permittivity minus the other.

The factor ½ can be tested on the force. At a fixed position of the electron, the induced field on the axis is

E_ind(z) = −∂/∂z [qR/(ε₁(z + d))] = qR/(ε₁(z + d)²).

At z = d the force is qE_ind = R/(4ε₁d²). The derivative of the energy is −dW/dd = R/(4ε₁d²), the same. Had I used qφ_ind for the energy, the force would have come out twice too large. The derivative of W moves the electron and its mirror charge together, while the field is found with the mirror charge held still.

For ε₁ = 1 and ε₂ → ∞ the energy becomes −1/(4d), the image energy of an electron in vacuum in front of a metal.

If the electron crosses to the other side, the labels are exchanged. With ε_s for the semiconductor and ε_o for the oxide,

W in the semiconductor = (ε_s − ε_o)/(4ε_s(ε_s + ε_o)d),

W in the oxide = (ε_o − ε_s)/(4ε_o(ε_s + ε_o)d).

At equal distances the signs are opposite and the magnitudes differ by the factor ε_s/ε_o. Stating which permittivity is larger does not settle the sign until the electron's side is also given.

### Numbers for two thick media

I take round model parameters: a semiconductor with ε_s = 12, a low-permittivity oxide with 4, and a high-permittivity oxide with 20. The atomic unit of energy times that of length is 14.40 eV angstrom, so

W = 14.40 × R/(4ε₁d) eV, with d in angstrom.

Let d = 10 angstrom. For the low-permittivity oxide and the electron in the semiconductor, R = (12 − 4)/(12 + 4) = 0.50 and

W = 14.40 × 0.50/(4 × 12 × 10) = +0.015 eV,

or 5.5 × 10⁻⁴ hartree. The interface carries a bound charge qR/ε₁ = −0.50/12 = −0.042. For the electron in that oxide, R = −0.50 and

W = −14.40 × 0.50/(4 × 4 × 10) = −0.045 eV.

It is three times larger in magnitude, the ratio 12/4 found above.

With the high-permittivity oxide, taken at its static value 20, both signs are reversed. In the semiconductor R = (12 − 20)/(12 + 20) = −0.25 and

W = −14.40 × 0.25/(4 × 12 × 10) = −0.0075 eV,

or −2.8 × 10⁻⁴ hartree. In the oxide,

W = +14.40 × 0.25/(4 × 20 × 10) = +0.0045 eV.

Halving the distance doubles each of these energies.

## Second half: energy in the field, slow and fast response, and a gate

### What is carried over

The electron, of charge q = −1, is at distance d from the plane z = 0, in a medium of permittivity ε₁ that fills z > 0. The medium at z < 0 has permittivity ε₂. Distance from the axis is ρ, and atomic units are used in the algebra. The plane modes are J₀(kρ)e^(±kz), and the potential of the electron in a uniform medium is a sum over them:

φ₀ = (q/ε₁) ∫₀^∞ J₀(kρ) e^(−k|z−d|) dk.

For two thick media, the part of the potential reflected by the interface has amplitude R = (ε₁ − ε₂)/(ε₁ + ε₂), and the energy is

W = ½qφ_ind = R/(4ε₁d).

Below the interface the field is that of a charge 2q/(ε₁ + ε₂) at the electron's position.

### The same energy, found in the field

The sign rule can be obtained without a mirror charge, by asking what it costs to replace half of a uniform medium by another one. Let E₀ and D₀ = ε₁E₀ be the fields when ε₁ fills all space, and E and D those with the interface. The electron is the same in both cases. The field energy of a linear medium is (1/8π)∫E·D dV, so

W = (1/8π) ∫ (E·D − E₀·D₀) dV.

Each term alone is infinite for a point charge, but the difference is not: near the electron it grows like 1/r², which is integrable in three dimensions.

Multiplying out (E + E₀)·(D − D₀) and rearranging gives

E·D − E₀·D₀ = (E + E₀)·(D − D₀) + E·D₀ − E₀·D.

The first product on the right integrates to zero. Indeed, E + E₀ is minus the gradient of φ + φ₀, while D − D₀ has no divergence, since both fields have the same free charge. The product is thus the divergence of −(φ + φ₀)(D − D₀), and its integral reduces to surfaces. At infinity the integrand falls like 1/r³ against an area of order r². On a small sphere around the electron, φ + φ₀ grows like 1/r and D − D₀ stays finite, while the area shrinks like r². Both contributions vanish. The interface gives none, since the potentials and the normal component of D − D₀ are continuous there.

What is left is

W = (1/8π) ∫ (E·D₀ − E₀·D) dV.

For z > 0, D₀ = ε₁E₀ and D = ε₁E, so the integrand is zero. For z < 0, D₀ = ε₁E₀ but D = ε₂E. Therefore

W = ((ε₁ − ε₂)/8π) ∫_(z<0) E·E₀ dV.

Below the plane both fields point along the line to the electron, in the same direction, so E·E₀ > 0 at every point. The sign of W is that of ε₁ − ε₂ before any integral is done. Exchanging everything beyond the plane for a less polarizable medium raises the energy of the charge, and the increase is larger the closer the plane is. This is why the electron is pushed away from such a region.

The integral also gives the magnitude. With r the distance from the electron,

E·E₀ = (2q/(ε₁ + ε₂)) (q/ε₁) / r⁴ = 2/(ε₁(ε₁ + ε₂)r⁴).

Let h = d − z be the depth below the electron, from d to infinity. Then

∫_(z<0) dV/r⁴ = ∫_d^∞ dh ∫₀^∞ 2πρ dρ/(ρ² + h²)² = ∫_d^∞ π dh/h² = π/d.

Putting the factors together,

W = ((ε₁ − ε₂)/8π) × 2/(ε₁(ε₁ + ε₂)) × π/d = (ε₁ − ε₂)/(4ε₁(ε₁ + ε₂)d),

in agreement with R/(4ε₁d).

As a limit, take nearly equal media, ε₂ = ε₁ − δ with small δ. To first order E may be replaced by E₀, and the field integral gives (δ/8π)(1/ε₁²)(π/d) = δ/(8ε₁²d). The full formula has the same leading term, because ε₁ + ε₂ → 2ε₁.

### Which permittivity belongs in the formula

The permittivity of an oxide has an electronic part and a part due to displaced ions. If the electron, treated as a classical charge, stays near the interface long enough for the ions to adjust, the static value applies. If it arrives and leaves before they have moved, and they were not polarized beforehand, only the electronic value enters. The derivation is otherwise unchanged, because it assumes nothing about the origin of ε.

This can decide the sign. Let the model oxide with static permittivity 20 have an electronic permittivity of 5, and let the semiconductor, with ε = 12, have no ionic part. For an electron in the semiconductor at 10 angstrom,

static: R = (12 − 20)/(12 + 20) = −0.25, W = −0.0075 eV;

frozen ions: R = (12 − 5)/(12 + 5) = 0.41, W = 14.40 × 0.41/(4 × 12 × 10) = +0.012 eV.

The same oxide attracts a charge held at rest and repels a fast one. The choice matters on the oxide side too: with frozen ions an electron in this oxide has R = (5 − 12)/(5 + 12) = −0.41 and W = −14.40 × 0.41/(4 × 5 × 10) = −0.030 eV, against +0.0045 eV for the static value. For a band electron of mass m, being slow is not enough. It recoils along the plane when it couples to an interface vibration of frequency ω, and the static value is reached only for d large compared with √(ħ/2mω), which is about 8 to 37 angstrom for masses of 0.2 to 0.9 and vibration energies of 15 to 60 meV. At 10 angstrom a one-mode, second-order estimate retains only about 45 to 85 per cent of the ionic part, and W in the semiconductor lies between about −0.004 and +0.003 eV, so the static sign is not assured there. Between these limits the ions follow partly and with delay, and one constant ε₂ no longer describes them. That case needs a frequency-dependent response and is not covered by W(d).

### A metal gate behind the oxide

In a metal-oxide-semiconductor transistor the oxide is thin and has a metal gate behind it. Let the electron be in the semiconductor, so ε₁ is the semiconductor and ε₂ the oxide. The oxide now fills −t < z < 0, and at z = −t there is an ideal metal at φ = 0. A gate voltage would add its own potential by superposition. That potential is not caused by the electron and does not depend on q. It contributes to the electron's energy a term proportional to q, whereas W is proportional to q², and this term is not part of W.

Above the interface the form of each mode is unchanged, but the amplitude may depend on k:

e^(−k|z−d|) + R_g(k) e^(−k(z+d)).

In the oxide the mode must vanish at z = −t. The combination of e^(kz) and e^(−kz) that does so is sinh(k(z + t)). Matching φ at z = 0 fixes its amplitude:

(1 + R_g) e^(−kd) sinh(k(z + t))/sinh(kt).

Its slope at z = 0 is k coth(kt)(1 + R_g)e^(−kd). Continuity of D_z now gives

ε₁(1 − R_g) = ε₂ coth(kt)(1 + R_g).

Solving for R_g and multiplying numerator and denominator by tanh(kt),

R_g(k) = (ε₁ tanh(kt) − ε₂)/(ε₁ tanh(kt) + ε₂).

The charging argument still gives W = ½qφ_ind, since φ_ind is proportional to q and charge that flows to a metal at zero potential costs no work. At the electron ρ = 0, J₀ = 1 and z + d = 2d, so

W = (1/2ε₁) ∫₀^∞ R_g(k) e^(−2kd) dk.

Three limits test this formula. They are easiest to read after the substitution x = 2kd:

W = (1/4ε₁d) ∫₀^∞ R_g(x/2d) e^(−x) dx,  with kt = xt/(2d).

1. **Close to the interface, d ≪ t.** For every fixed x > 0, kt is large and tanh(kt) → 1. Then R_g → R, the integral tends to R, and the two-medium result returns.

2. **Far from the interface, d ≫ t.** Now kt → 0, R_g → −1, and W → −1/(4ε₁d). Seen from far away, the oxide is negligible and the metal remains. Far means large compared with ε₁t/ε₂ as well as with t: for permittivities 12 and 4, W at d = 10t is still only 0.77 of this limit.

3. **Equal permittivities.** For ε₂ = ε₁, R_g = (tanh(kt) − 1)/(tanh(kt) + 1) = −e^(−2kt). The integral gives W = −1/(4ε₁(d + t)), the image energy for a metal at distance d + t.

The second limit can be taken one order further. For small kt, R_g ≈ −1 + 2ε₁kt/ε₂. Integrating,

W ≈ (1/2ε₁)[−1/(2d) + ε₁t/(2ε₂d²)] ≈ −1/(4ε₁(d + ε₁t/ε₂)).

To this order the metal appears at distance d + ε₁t/ε₂. The oxide counts as a layer of semiconductor of thickness ε₁t/ε₂, which is thinner for a higher oxide permittivity.

### What the gate does to the sign

To see how R_g varies, write it as

R_g = 1 − 2ε₂/(ε₁ tanh(kt) + ε₂).

It rises steadily with k, from −1 at k = 0 toward R at large k, and stays below R. The gate therefore lowers W at every distance.

If ε₁ ≤ ε₂, R_g is negative for all finite k, and W < 0 everywhere. The force,

F = −dW/dd = (1/ε₁) ∫₀^∞ k R_g(k) e^(−2kd) dk,

is then also negative, that is, directed toward the interface.

If ε₁ > ε₂, R_g passes through zero once, at a value k₀ with tanh(k₀t) = ε₂/ε₁. The first two limits show that W is positive close to the interface and negative far away. To count its zeros, consider

G(d) = ∫₀^∞ R_g(k) e^(−2(k−k₀)d) dk,

which is 2ε₁W times the positive factor e^(2k₀d). Its derivative is

dG/dd = −2 ∫₀^∞ (k − k₀)R_g(k) e^(−2(k−k₀)d) dk.

The factors k − k₀ and R_g have the same sign on both sides of k₀, so the derivative is negative. G falls steadily and W has one zero, at a distance d₀.

The same argument applies to F, since kR_g also changes sign once, at k₀. The force is repulsive close to the interface, attractive far away, and zero at one distance d_F. These two distances are different. At d₀ we have G = 0 and dG/dd < 0, so W is still falling there and the force is still repulsive. Hence d_F > d₀. Between them the energy is negative, but the electron is pushed away from the interface. With two thick media this cannot happen, because W and F then have the same sign at all distances.

With u = kt, the condition W = 0 becomes

∫₀^∞ [(ε₁ tanh u − ε₂)/(ε₁ tanh u + ε₂)] e^(−2u d₀/t) du = 0.

Only the ratios ε₁/ε₂ and d₀/t appear. For given materials, d₀ shrinks in proportion to the oxide thickness.

### Numbers with a gate

Take an oxide of thickness t = 20 angstrom, with the semiconductor as before. The integral for W was evaluated by adaptive quadrature, and d₀ by a bracketed root search. For the low-permittivity oxide, in eV:

- d = 5 angstrom: +0.017 with the gate, +0.030 without
- d = 10 angstrom: +0.0039 with the gate, +0.015 without
- d = 20 angstrom: −0.0012 with the gate, +0.0075 without
- d = 40 angstrom: −0.0024 with the gate

The zero is at d₀/t = 0.78, or d₀ = 0.78 × 20 ≈ 16 angstrom.

The magnitude at 40 angstrom is larger than at 20. This follows from the single reversal of the force: W falls to one minimum, at d_F, and then rises toward zero. Since it is lower at 40 angstrom than at 20, the minimum lies beyond 20 angstrom. The force is thus still repulsive at 20 angstrom, where the energy is already negative.

At 5 angstrom, a quarter of the oxide thickness, the gate has already removed about two fifths of the two-medium energy. The reason is visible in the difference

R − R_g = 2ε₁ε₂(1 − tanh(kt)) / ((ε₁ + ε₂)(ε₁ tanh(kt) + ε₂)).

It decays like e^(−2kt), so its integral over k stays finite as d → 0. Near the interface the gate lowers W by a nearly constant amount, proportional to 1/t, while the two-medium energy grows like 1/d. For d much smaller than t, the error of the two-medium formula, divided by the two-medium energy, thus falls only in proportion to d/t.

For the high-permittivity oxide with its static value 20, the gate strengthens an attraction that is already there:

- d = 5 angstrom: −0.025 with the gate, −0.015 without
- d = 10 angstrom: −0.016 with the gate, −0.0075 without
- d = 20 angstrom: −0.0098 with the gate, −0.0038 without
- d = 40 angstrom: −0.0058 with the gate

### Where the model stops

The energy diverges as d → 0. This comes from a point charge, a sharp plane and permittivities that hold down to zero distance. In a real interface the composition changes over a finite width, the electron is spread out, and the response depends on wavelength. The values at 5 and 10 angstrom show the trend of the model and should not be read as predictions for a particular interface. On the semiconductor side at 10 angstrom they are smaller than the thermal energy at room temperature, 0.026 eV, and than the kinetic energy ħ²/2md² of an electron confined to that distance, 0.04 to 0.2 eV for masses of 0.9 to 0.2. A real high-permittivity oxide is also usually separated from the semiconductor by a thin layer of low permittivity, which can reverse the sign near the interface: 5 angstrom of permittivity 4 changes W at 10 angstrom from −0.0075 to +0.0016 eV without a gate, and W at 5 angstrom from −0.025 to +0.004 eV with the gate.

Mobile carriers in the semiconductor would screen the electron's field. The formulas for W therefore require d to be much smaller than the screening length; the change can already be appreciable at a tenth of that length. With a gate, W near d₀ is a small remainder of contributions of opposite sign, so weaker screening is enough to shift d₀: in linear screening a length of 300 angstrom, about 2 × 10¹⁶ carriers per cm³ at room temperature, moves d₀ from 16 to 22 angstrom. The values listed with a gate are for a semiconductor almost free of carriers, and do not describe the conducting channel of a transistor. Fixed charge in the oxide and an applied gate voltage add potentials of their own, which may be larger than W. They are separate terms in the electron's energy, and their signs are not governed by ε₁ − ε₂.

Numbers in the example were calculated in double precision.
